# Second-order quadrupolar shift of the central transition under magic-angle spinning

In a static powder, the central NMR line of a model spin-5/2 nucleus has an rms width of $4.24\times10^{-12}$ eV (1.03 kHz). Under rapid rotation about an axis at $54.74^\circ$ to the field, the line without its weak spinning sidebands has an rms width of $1.17\times10^{-12}$ eV (0.283 kHz), which is 0.276 of the static value and half the magnitude of the mean shift of the line. That angle removes any broadening that varies with orientation as a second-rank function. What survives must have another angular dependence, and both ratios should follow from it.

Let the nucleus have half-integer spin $I\ge 3/2$ and quadrupole moment $Q$, and let $V_{ij}$ be the second derivatives of the electrostatic potential at the nucleus. The tensor $V$ is symmetric. Charges away from the nucleus give it no trace, by Laplace's equation. Electron density at the nucleus does give a trace, but in the Hamiltonian below a trace only adds a multiple of $I(I+1)$ to every level, so $V$ means the traceless part from here on. Its principal values are ordered $|V_{ZZ}|\ge|V_{YY}|\ge|V_{XX}|$, with asymmetry $\eta=(V_{XX}-V_{YY})/V_{ZZ}$ between 0 and 1. The dimensionless tensor $v=V/V_{ZZ}$ then has principal values $-(1-\eta)/2$, $-(1+\eta)/2$ and 1. In atomic units, with the field along the laboratory $z$ axis and Larmor frequency $\omega_L>0$, the Hamiltonian is

$$H=-\omega_L I_z+K\sum_{ij}v_{ij}I_iI_j,\qquad K=\frac{C_Q}{2I(2I-1)},\qquad C_Q=QV_{ZZ}.$$

Shielding anisotropy and dipolar couplings are omitted, and $|K|\ll\omega_L$. Capital indices refer to the principal frame of the gradient, small ones to the laboratory frame.

The quadrupolar term must first be sorted by how much it changes $m$, the eigenvalue of $I_z$. Write $X=I(I+1)$ and $I_\pm=I_x\pm iI_y$. The diagonal transverse terms are

$$v_{xx}I_x^2+v_{yy}I_y^2=\tfrac12(v_{xx}+v_{yy})(I_x^2+I_y^2)+\tfrac12(v_{xx}-v_{yy})(I_x^2-I_y^2).$$

Here $v_{xx}+v_{yy}=-v_{zz}$ and $I_x^2+I_y^2=X-I_z^2$. Also $I_x^2-I_y^2=\frac12(I_+^2+I_-^2)$ and $I_xI_y+I_yI_x=\frac{1}{2i}(I_+^2-I_-^2)$. Substituting $I_x=\frac12(I_++I_-)$ and $I_y=\frac1{2i}(I_+-I_-)$ in the terms with $v_{xz}$ and $v_{yz}$ as well gives

$$\begin{aligned}\sum_{ij}v_{ij}I_iI_j={}&\tfrac12v_{zz}(3I_z^2-X)+\tfrac12\left[a_1(I_+I_z+I_zI_+)+\text{h.c.}\right]\\&+\tfrac14\left[a_2I_+^2+\text{h.c.}\right],\end{aligned}$$

$$a_1=v_{xz}-iv_{yz},\qquad a_2=v_{xx}-v_{yy}-2iv_{xy}.$$

The first term is diagonal and depends on $m^2$. It moves the levels $m=\pm\frac12$ equally, so the central transition between them has no first-order shift. The other terms mix levels and act in second order.

The unperturbed energies are $-m\omega_L$, so $E_m-E_{m\pm1}=\pm\omega_L$ and $E_m-E_{m\pm2}=\pm2\omega_L$. From $I_+|m\rangle=\sqrt{X-m(m+1)}\,|m+1\rangle$, the squared coupling from $m$ to $m+1$ is $\frac14K^2|a_1|^2f_1(m)$, and that from $m$ to $m+2$ is $\frac1{16}K^2|a_2|^2f_2(m)$, where

$$f_1(m)=(2m+1)^2[X-m(m+1)],$$
$$f_2(m)=[X-m(m+1)][X-(m+1)(m+2)].$$

The downward couplings contain $f_1(-m)$ and $f_2(-m)$, with energy denominators of opposite sign. Hence

$$E_m^{(2)}=\frac{K^2}{\omega_L}\left\{\frac{|a_1|^2}{4}[f_1(m)-f_1(-m)]+\frac{|a_2|^2}{32}[f_2(m)-f_2(-m)]\right\}.$$

Each difference is twice the odd part of the function. Expansion gives

$$f_1=(4m^2+4m+1)X-(4m^4+8m^3+5m^2+m),$$
$$f_2=X^2-2(m+1)^2X+m^4+4m^3+5m^2+2m,$$

so the differences are $2m(4X-8m^2-1)$ and $-4m(2X-2m^2-1)$, and

$$E_m^{(2)}=\frac{K^2m}{\omega_L}\left\{\frac{|a_1|^2}{2}(4X-8m^2-1)-\frac{|a_2|^2}{8}(2X-2m^2-1)\right\}.$$

At $m=\frac12$ the two parentheses are $4X-3$ and $\frac12(4X-3)$. The energy is odd in $m$, so the shift of the transition frequency, $\Delta=E_{-1/2}^{(2)}-E_{1/2}^{(2)}$, is $-2E_{1/2}^{(2)}$:

$$\Delta=-A\left(|a_1|^2-\tfrac18|a_2|^2\right),\qquad A=\frac{2K^2}{\omega_L}\left[I(I+1)-\tfrac34\right].$$

The two kinds of mixing pull in opposite directions. Single-quantum mixing couples $\pm\frac12$ to $\pm\frac32$ and pushes the central levels together; it cannot couple $+\frac12$ to $-\frac12$, because the factor $2m+1$ vanishes at $m=-\frac12$. Double-quantum mixing gives a net increase of their separation. The sign of $C_Q$ drops out because $K$ is squared.

The next correction to the central shift is of relative order $(K/\omega_L)^2$, with spin-dependent factors, since odd powers of $K$ are absent. To see this, reverse all spin components by time reversal. The quadrupolar term is unchanged and the field term changes sign, so $H(K,\omega_L)$ and $H(K,-\omega_L)$ have the same spectrum. But $H(-K,\omega_L)=-H(K,-\omega_L)$, so changing the sign of $K$ inverts the spectrum, which leaves the gap between its two middle levels unchanged. The expansion fails when $K$ times the spin matrix elements is no longer small beside $\omega_L$.

To expose the angular dependence, let $n$ be the unit vector along the field, seen from the principal frame, and define

$$p=n\cdot v\cdot n=v_{zz},\qquad q=n\cdot v^2\cdot n,\qquad S=\operatorname{tr}v^2=\tfrac12(3+\eta^2).$$

Since $q=v_{xz}^2+v_{yz}^2+v_{zz}^2$, we have $|a_1|^2=q-p^2$. The transverse block contributes $B=v_{xx}^2+v_{yy}^2+2v_{xy}^2$ to $S$, so

$$B=S-p^2-2(q-p^2)=S-2q+p^2.$$

Using $v_{xx}+v_{yy}=-p$,

$$|a_2|^2=(v_{xx}-v_{yy})^2+4v_{xy}^2=2B-p^2=2S-4q+p^2.$$

The shift becomes

$$\Delta(n)=-A\left(\tfrac32q-\tfrac98p^2-\tfrac14S\right).$$

It is of fourth degree in $n$ because a squared matrix element contains the gradient tensor twice.

A function on the unit sphere has rank $l$ if it is the restriction of a homogeneous polynomial of degree $l$ with zero Laplacian. The function $t=q-S/3$ has rank 2: it comes from $T(x)=x\cdot v^2\cdot x-Sr^2/3$, with $r=|x|$, and the matrix $v^2-S/3$ is traceless. For $p^2$, take $F(x)=(x\cdot v\cdot x)^2$. The gradient of $x\cdot v\cdot x$ is $2v\cdot x$ and its Laplacian is zero, so

$$\nabla^2F=2|2v\cdot x|^2=8\,x\cdot v^2\cdot x=8T+\tfrac83Sr^2.$$

Further, $\nabla^2r^4=20r^2$ and

$$\nabla^2(r^2T)=6T+4x\cdot\nabla T=6T+8T=14T,$$

because $x\cdot\nabla T=2T$ for a polynomial of degree 2. Therefore $F-\frac47r^2T-\frac2{15}Sr^4$ has zero Laplacian: the subtractions remove $8T$ and $\frac83Sr^2$. On the sphere this polynomial is a rank-4 function $R$, and

$$p^2=\tfrac{2}{15}S+\tfrac47t+R.$$

Inserting this and $q=t+S/3$, the constant terms in the shift add to $S(\frac12-\frac3{20}-\frac14)=S/10$, and the coefficient of $t$ is $\frac32-\frac9{14}=\frac67$. Thus

$$\boxed{\Delta(n)=-A\left[\frac{S}{10}+\frac67t(n)-\frac98R(n)\right]}$$

The three terms have rank 0, 2 and 4.

For explicit angles let $n=(\sin\beta\cos\alpha,\sin\beta\sin\alpha,\cos\beta)$ in the principal frame. With Legendre polynomials $P_l$ of argument $\cos\beta$,

$$p=P_2+\tfrac\eta2\sin^2\beta\cos2\alpha,$$
$$q=\cos^2\beta+\tfrac14(1+\eta^2)\sin^2\beta-\tfrac\eta2\sin^2\beta\cos2\alpha.$$

Subtracting $S/3=\frac12+\frac16\eta^2$ from $q$ gives

$$t=\tfrac12\left(1-\tfrac13\eta^2\right)P_2-\tfrac\eta2\sin^2\beta\cos2\alpha.$$

In $R=p^2-\frac47t-\frac2{15}S$, use $\cos^22\alpha=\frac12(1+\cos4\alpha)$. The parts independent of $\alpha$ combine through the identities

$$P_2^2-\tfrac27P_2-\tfrac15=\tfrac{18}{35}P_4,\qquad \tfrac18\sin^4\beta+\tfrac2{21}P_2-\tfrac1{15}=\tfrac1{35}P_4,$$

which follow by comparing powers of $\cos\beta$ with $P_4=\frac18(35\cos^4\beta-30\cos^2\beta+3)$. The coefficient of $\cos2\alpha$ is $\eta\sin^2\beta\,(P_2+\frac27)$. Hence

$$\begin{aligned}R={}&\tfrac{18+\eta^2}{35}P_4+\tfrac{3\eta}{14}\sin^2\beta\,(7\cos^2\beta-1)\cos2\alpha\\&+\tfrac{\eta^2}{8}\sin^4\beta\cos4\alpha.\end{aligned}$$

An axial gradient provides a check. For $\eta=0$ the field-frame components give $|a_1|^2=\frac94\sin^2\beta\cos^2\beta$ and $|a_2|^2=\frac94\sin^4\beta$, so $\Delta=-\frac{9}{32}A\sin^2\beta\,(9\cos^2\beta-1)$. This vanishes at $\beta=0$, as it must, since the quadrupolar term then commutes with $I_z$. The rank form agrees: its bracket at $\beta=0$ is $\frac3{20}+\frac37-\frac{81}{140}=0$.

Now let the sample turn at angular frequency $\omega_r$ about an axis at angle $\theta$ to the field. Seen from a crystallite, the rotation axis is a fixed unit vector $u$, and $n$ moves around a cone of half-angle $\theta$ about $u$. If $\omega_r\ll\omega_L$, the levels follow the instantaneous Hamiltonian and the static formula holds at each moment. Rotation adds frequencies up to $2\omega_r$ to the mixing terms, which alters the denominators by a relative amount of order $\omega_r/\omega_L$. The mean shift is then the average of $\Delta(n)$ around the cone.

Consider a rank-$l$ function $f$ and average it over all rotations about $u$. The averaged function $g$ still has rank $l$, because rotations commute with the Laplacian, and it depends only on $n\cdot u$. On the sphere it obeys Legendre's equation with eigenvalue $l(l+1)$, whose solution finite at both poles is $P_l$ up to a factor. So $g(n)=c\,P_l(n\cdot u)$. At $n=u$ the rotations do nothing, which fixes $c=f(u)$. On the cone $n\cdot u=\cos\theta$, and therefore

$$\overline\Delta(u)=-A\left[\frac S{10}+\frac67P_2(\cos\theta)\,t(u)-\frac98P_4(\cos\theta)\,R(u)\right].$$

Each anisotropic part keeps its form, with the rotation axis in place of the field, and is multiplied by its own Legendre polynomial. The magic angle has $\cos^2\theta=\frac13$, so $P_2=0$ and

$$P_4=\tfrac18\left(\tfrac{35}9-10+3\right)=-\tfrac7{18}.$$

Since $\frac98\cdot\frac7{18}=\frac7{16}$,

$$\boxed{\overline\Delta(u)=-A\left[\frac S{10}+\frac7{16}R(u)\right]}$$

In a powder, $u$ is distributed over the sphere just as $n$ is without spinning. The anisotropic part of the spun line is thus the static rank-4 pattern, compressed by $7/18$ and reflected about the isotropic shift. The factor does not apply to the whole static line, which also contains the rank-2 part, and the rank-0 shift is untouched by spinning.

The mean shift fixes the position of a crystallite's centreband at any rate within $\omega_r\ll\omega_L$. The phase accumulated relative to the mean, $\phi(\tau)=\int^{\tau}(\Delta-\overline\Delta)\,d\tau'$, repeats every turn and so produces sidebands at multiples of $\omega_r$. Averaged over starting positions of the rotor, the centreband carries the fraction $|\langle e^{i\phi}\rangle|^2$ of the intensity, where the brackets denote the mean over one turn. For small $\phi$ the lost fraction is the variance of $\phi$. Because $\phi$ scales as $1/\omega_r$, the loss scales as $1/\omega_r^2$. A line made essentially of centrebands therefore needs $\omega_r$ well above the second-order anisotropy. These weights follow from writing $e^{i\phi}=\sum_kc_ke^{ik\omega_r\tau}$: averaging $e^{i[\phi(\tau_0+\tau)-\phi(\tau_0)]}$ over the start $\tau_0$ gives $\sum_k|c_k|^2e^{ik\omega_r\tau}$, so band $k$ has weight $|c_k|^2$ and $c_0=\langle e^{i\phi}\rangle$. Since $\sum_kk\omega_r|c_k|^2=\langle\dot\phi\rangle=0$ and $\sum_kk^2\omega_r^2|c_k|^2=\langle\dot\phi^2\rangle=\langle(\Delta-\overline\Delta)^2\rangle$, the mean square frequency of a crystallite, sidebands included, is the turn average of $\Delta^2$ at every rate. The rms width of the whole powder spectrum therefore keeps its static value: the sidebands weaken as $1/\omega_r^2$ but move out in proportion to $\omega_r$. The spinning widths given here are those of the centreband pattern, the distribution of $\overline\Delta$.

The rms widths follow from the mean squares of $t$ and $R$, with every orientation weighted equally. Functions of different rank are orthogonal on the sphere, being eigenfunctions of its Laplacian with different eigenvalues. Hence $t$ and $R$ average to zero and their variances add without a cross term. For a traceless symmetric matrix $M$, the isotropic average $\langle n_in_jn_kn_l\rangle=\frac1{15}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$ gives $\langle(n\cdot M\cdot n)^2\rangle=\frac2{15}\operatorname{tr}M^2$. With $M=v^2-S/3$, $\operatorname{tr}M^2=\operatorname{tr}v^4-S^2/3$. The traceless matrix $v$ satisfies its own characteristic equation, $v^3=\frac12Sv+\det v$; multiplying by $v$ and taking the trace gives $\operatorname{tr}v^4=S^2/2$. Thus $\operatorname{tr}M^2=S^2/6$ and $\langle t^2\rangle=S^2/45$.

For $R$, the three terms in $P_4$, $\cos2\alpha$ and $\cos4\alpha$ are orthogonal in $\alpha$. The needed averages over $\cos\beta$ are $\langle P_4^2\rangle=\frac19$, $\langle\sin^4\beta\,(7\cos^2\beta-1)^2\rangle=\frac{32}{45}$ and $\langle\sin^8\beta\rangle=\frac{128}{315}$; each squared cosine in $\alpha$ contributes $\frac12$. Therefore

$$\begin{aligned}\langle R^2\rangle&=\frac{(18+\eta^2)^2}{11025}+\frac{4\eta^2}{245}+\frac{\eta^4}{315}\\&=\frac{36(3+\eta^2)^2}{11025}=\frac{16S^2}{1225}.\end{aligned}$$

The rms width of the centreband pattern at any spinning angle, in the fast-spinning limit, is

$$\begin{aligned}\sigma(\theta)&=A\sqrt{\tfrac{36}{49}P_2^2\,\tfrac{S^2}{45}+\tfrac{81}{64}P_4^2\,\tfrac{16S^2}{1225}}\\&=\frac{AS}{70}\sqrt{80P_2^2+81P_4^2},\end{aligned}$$

with $P_l$ taken at $\cos\theta$. Setting $\theta=0$ makes both polynomials 1 and gives the static width, $\sqrt{161}\,AS/70$. At the magic angle the width is $9\cdot\frac7{18}AS/70=AS/20$. Their ratio is $3.5/\sqrt{161}=0.276$. The isotropic shift is $-AS/10$, so the magic-angle rms width is half its magnitude, whatever the asymmetry. Both opening ratios are thereby accounted for, within second-order theory and the fast-spinning limit.

The opening example has round parameters: $I=5/2$, $Q=1.5\times10^{-9}$ Å$^2$, a gradient of 8 eV/Å$^2$ per unit charge, $\eta=0.5$ and a Larmor energy of $4\times10^{-7}$ eV. Then

$$C_Q=(1.5\times10^{-9})(8)\ \text{eV}=1.2\times10^{-8}\ \text{eV},\qquad K=\frac{C_Q}{20}=6\times10^{-10}\ \text{eV},$$

$$A=\frac{2(6\times10^{-10})^2(8.75-0.75)}{4\times10^{-7}}\ \text{eV}=1.44\times10^{-11}\ \text{eV}.$$

With $S=1.625$ the isotropic shift is $-0.1625A=-2.34\times10^{-12}$ eV ($-0.566$ kHz). The magic-angle width is $1.625A/20=1.17\times10^{-12}$ eV. Since $A\propto1/\omega_L$, doubling the field halves both energies.

One crystallite shows the cancellations. With its $Z$ axis along the field and no spinning, the rank-0, rank-2 and rank-4 shifts are $-2.340$, $-5.657$ and $+8.447$ in units of $10^{-12}$ eV. They nearly cancel, leaving $+0.450$. The direct formula explains the small remainder: here $a_1=0$ and $a_2=\eta$, so $\Delta=A\eta^2/8$. If the same axis lies along the rotor at the magic angle, the rank-2 part disappears and the rank-4 part becomes $-\frac7{18}(8.447)=-3.285$. The total is $-5.625$, larger in magnitude than the static shift. Spinning narrows the distribution over the powder, but it need not reduce the shift of each crystallite.

No single angle removes both anisotropic parts, since $P_4\ne0$ where $P_2=0$. The zeros of $P_4$ lie at $30.56^\circ$ and $70.12^\circ$, where $P_2$ is 0.612 and $-0.327$. The remaining rms widths are $1.83\times10^{-12}$ and $9.77\times10^{-13}$ eV. The second is below the magic-angle value, so the magic angle does not minimize the second-order width considered alone. It does remove every mean shift of rank 2, whereas at $70.12^\circ$ any additional rank-2 shift would survive with the factor $-0.327$.

For a rotor quantum of $8\times10^{-11}$ eV, the ratio $\omega_r/\omega_L$ is $2\times10^{-4}$ and the sidebands take 0.13% of the intensity. At half that rate they take 0.52%, as the inverse-square law requires. These fractions are computed from the derived shift and the phase formula. The numerical check obtains the widths by diagonalizing the full Hamiltonian, and tests the shift formula and each of its ranks against such diagonalization for several spins and asymmetries. It also propagates the spin through a complete rotor turn, with $\omega_L/\omega_r$ near 1000 and $K/\omega_L=0.005$. For three crystallite orientations, the mean shift found this way differs from the magic-angle formula by at most $0.0004A$ in the printed values; the program requires agreement within $0.01A$.

## Computed values

```
Spin I: 2.5
Asymmetry eta: 0.5
Quadrupole moment Q: 1.50e-09 angstrom^2
Gradient times e: 8.00 eV/angstrom^2
Larmor energy: 4.000e-07 eV
Rotor quantum: 8.000e-11 eV
Coupling C_Q: 1.2000e-08 eV
K: 6.0000e-10 eV
K / Larmor energy: 1.5000e-03
S: 1.6250
Amplitude A: 1.4400e-11 eV
Isotropic shift: -2.3400e-12 eV = -0.5658 kHz
Isotropic shift / Larmor: -5.850 ppm
Crystallite with V_zz axis along the field, static:
  rank 0: -2.3400e-12 eV
  rank 2: -5.6571e-12 eV
  rank 4: 8.4471e-12 eV
  total: 4.5000e-13 eV
Crystallite with V_zz axis along the rotor, magic angle:
  rank 4: -3.2850e-12 eV
  total: -5.6250e-12 eV
Magic angle: 54.7356 deg
P4 at magic angle: -0.388889
Static rms, rank 2 only: 2.9899e-12 eV
Static rms, rank 4 only: 3.0086e-12 eV
Static rms, total: 4.2416e-12 eV = 1.0256 kHz
Magic-angle rms: 1.1700e-12 eV = 0.2829 kHz
Magic rms / static rank-4 rms: 0.3889
Magic rms / static total rms: 0.2758
Magic rms / |isotropic shift|: 0.5000
Static full width: 1.6312e-11 eV
Static full width, rank 4 only: 1.3968e-11 eV
Magic-angle full width: 5.4321e-12 eV = 1.3135 kHz
Zero of P4: 30.5556 deg
  P2 there: 0.6123
  rms width there: 1.8309e-12 eV
Zero of P4: 70.1243 deg
  P2 there: -0.3266
  rms width there: 9.7658e-13 eV
Sideband weight: 1.299e-03
Sideband weight at half the rate: 5.184e-03
Propagated spin, mean shift / A (propagation, formula):
  -0.3515, -0.3516
  -0.1381, -0.1384
  -0.1665, -0.1669
```
